# Algebraic Decay of Ballistic Transverse Spin Current in a Ferromagnet

Suppose the transverse spin current entering a ferromagnet is assumed to die out exponentially. For the silver-fed layer treated below, an exponential drawn through the ballistic values at depths of 5 and 10 nm predicts that a fraction 0.054 survives at 20 nm. The ballistic average gives 0.090, and beyond 10 nm its ratio to the exponential grows with depth. The opposite shortcut, following only electrons at normal incidence, gives no decay at all, because each spin merely precesses. The decay comes from averaging over incidence angles, and the form of that average fixes its law.

## Setting and assumptions

A normal metal fills $x<0$ and a uniform ferromagnet fills $x>0$. Let $\mathbf m$ be the direction of the magnetization, and let $\mathbf a,\mathbf b$ be unit vectors with $\mathbf a\times\mathbf b=\mathbf m$. The exchange energy of an electron in the magnet is

$$H_{\rm ex}=\frac{\Delta}{2}\,\boldsymbol\sigma\cdot\mathbf m ,\qquad \Delta>0 .$$

The lower level has spin against $\mathbf m$. This is the majority spin, since an electron's magnetic moment is opposite to its spin.

The assumptions are:

1. The injected spins all point along $\mathbf a$, and their occupation is isotropic over the incoming half of a spherical Fermi surface.
2. There is no scattering in the magnet and no reflection at its surface.
3. The exchange splitting is small: $\delta=\Delta/(2E_F)\ll1$. Results hold to leading order in $\delta$, with the depth held fixed in units of the length $l$ defined below.

Let $\theta$ be the angle between the velocity and the $x$ axis, and $\mu=\cos\theta$. Define

$$l=\frac{\hbar v_F}{\Delta},\qquad s=\frac{x}{l},\qquad E_n(z)=\int_0^1\mu^{n-2}e^{-z/\mu}\,d\mu .$$

The quantity sought is $Q(x)$, the current of $\sigma_a+i\sigma_b$ through the plane at depth $x$, divided by its incident value. Its real part is the current of spin along $\mathbf a$ and its imaginary part that along $\mathbf b$.

## Two lemmas

**Lemma 1 (precession).** An electron with direction cosine $\mu$ reaches depth $x$ with $\langle\sigma_a+i\sigma_b\rangle=e^{is/\mu}$.

*Proof.* Let $|\!\uparrow\rangle,|\!\downarrow\rangle$ be the spin states along and against $\mathbf m$. Spin along $\mathbf a$ is $(|\!\uparrow\rangle+|\!\downarrow\rangle)/\sqrt2$. After a time $t$ in the magnet the amplitudes are

$$c_\uparrow=\frac{e^{-i\Delta t/2\hbar}}{\sqrt2},\qquad c_\downarrow=\frac{e^{+i\Delta t/2\hbar}}{\sqrt2}.$$

The operator $\sigma_a+i\sigma_b$ equals $2|\!\uparrow\rangle\langle\downarrow\!|$, so its mean is $2c_\uparrow^*c_\downarrow=e^{i\Delta t/\hbar}$. The normal velocity is $v_F\mu$, hence $t=x/(v_F\mu)$ and $\Delta t/\hbar=x/(l\mu)=s/\mu$. ∎

The same phase follows from waves. Conservation of energy and transverse momentum gives normal wavevectors $k_\pm=k_F\sqrt{\mu^2\pm\delta}$ for majority and minority spin. Expanding in $\delta/\mu^2$,

$$k_+-k_-=k_F\left(\frac{\delta}{\mu}+\frac{\delta^3}{8\mu^5}+\dots\right).$$

Since $2E_F=\hbar k_Fv_F$, we have $k_F\delta=1/l$, and the first term is $1/(l\mu)$. The second shows where Lemma 1 fails: at grazing incidence, where $\mu^2$ is comparable with $\delta$, and at depths where the accumulated phase error $s\delta^2/8$ at normal incidence is no longer small.

**Lemma 2 (flux weight).** The fraction of the incident current carried by directions between $\mu$ and $\mu+d\mu$ is $2\mu\,d\mu$.

*Proof.* The solid angle, integrated over azimuth, is $2\pi\,d\mu$. The number crossing a plane per unit time also contains the normal velocity $v_F\mu$. The weight is thus proportional to $\mu\,d\mu$, and $\int_0^1\mu\,d\mu=1/2$ fixes the factor 2. ∎

Counting transverse modes gives the same weight. Modes fill the disk $k_\parallel<k_F$ uniformly, with $k_\parallel^2=k_F^2(1-\mu^2)$, so the fraction of its area in the interval is $|d(1-\mu^2)|=2\mu\,d\mu$.

## Theorem

**Under the assumptions above,**

$$Q(x)=2E_3\!\left(-\frac{ix}{l}\right).$$

**For every $x>0$,**

$$|Q|<\frac{2l}{x},\qquad \left|Q-\frac{2i\,e^{is}}{s}\right|\le\frac{6}{s^2}.$$

**Hence $|Q|\,x/(2l)\to1$ as $x/l\to\infty$.**

*Proof.* Without scattering, the particle current in each direction is the same at every depth. Averaging Lemma 1 with the weight of Lemma 2 gives

$$Q=\int_0^1 2\mu\,e^{is/\mu}\,d\mu=2E_3(-is).$$

The integral converges absolutely because the exponential has modulus 1.

Substitute $u=1/\mu$, the path length in units of $x$. Then $d\mu=-du/u^2$ and

$$Q=2\int_1^\infty\frac{e^{isu}}{u^3}\,du .$$

The integrand is analytic in the quadrant ${\rm Re}\,u\ge1$, ${\rm Im}\,u\ge0$, since its pole at $u=0$ lies outside. On the arc $u=1+Re^{i\varphi}$, $0\le\varphi\le\pi/2$, we have $|e^{isu}|\le1$ and $|u|\ge R$. The arc has length $\pi R/2$, so it contributes at most $\pi/(2R^2)$, which vanishes as $R\to\infty$. The path may therefore be turned upward, $u=1+iw$ with $du=i\,dw$:

$$Q=2i\,e^{is}\int_0^\infty\frac{e^{-sw}}{(1+iw)^3}\,dw .$$

For $w>0$, $|1+iw|>1$. Therefore $|Q|<2\int_0^\infty e^{-sw}dw=2/s$.

For the second bound, the derivative of $(1+iw)^{-3}$ is $-3i(1+iw)^{-4}$, whose modulus is at most 3. Hence $|(1+iw)^{-3}-1|\le3w$. Replacing $(1+iw)^{-3}$ by 1 gives $2ie^{is}/s$, with an error of at most $2\int_0^\infty3w\,e^{-sw}dw=6/s^2$. Multiplying by $s/2$ shows that $|Q|s/2$ differs from 1 by at most $3/s$. ∎

As an independent test, the spinor was propagated with $H_{\rm ex}$ by diagonalization and averaged over angle at depths of 0.5, 3, 10 and 20 nm for the example below. The largest absolute difference from $2E_3$ was $1.4\times10^{-5}$.

**Next order.** Expand $(1+iw)^{-3}=1-3iw-6w^2+O(w^3)$ and use $\int_0^\infty w^ne^{-sw}dw=n!/s^{n+1}$:

$$Q=\frac{2i\,e^{is}}{s}\left[1-\frac{3i}{s}-\frac{12}{s^2}+O(s^{-3})\right].$$

The squared modulus of the bracket is $1-24/s^2+9/s^2=1-15/s^2$ to this order. Taking the root,

$$|Q|\simeq\frac2s\left(1-\frac{7.5}{s^2}\right),\qquad \arg Q\simeq s+\frac{\pi}{2}-\frac3s .$$

At $s=50$ the computed coefficient is 7.41 in place of the limit 7.5, and the computed phase correction is $-0.0597$ rad against $-3/s=-0.0600$ rad.

## Why the decay is a power law

Write a general average over smooth path weights as $\int_1^\infty p(u)e^{isu}du$, with $p$ and its derivatives vanishing at infinity. Two integrations by parts give

$$\int_1^\infty p\,e^{isu}du=\frac{i\,p(1)e^{is}}{s}-\frac{p'(1)e^{is}}{s^2}+\dots$$

The leading term comes from the edge $u=1$: no path is shorter than the one at normal incidence. If $W(\mu)$ is the angular weight, then $p(u)=W(1/u)/u^2$ and $p(1)=W(1)$. The envelope is thus $W(1)/s$. Flux weighting has $W(1)=2$, which is the factor in $2l/x$.

Two other weights show what this means:

- For $W=6\mu(1-\mu)$, normal incidence is suppressed. Here $p=6(u^{-3}-u^{-4})$, so $p(1)=0$ and $p'(1)=6$, and the envelope becomes $6/s^2$. At $s=60$ the computed modulus is 0.957 of this value.
- If the injected spins belong to a shifted Fermi sphere, the occupation has an extra factor $\mu$. Then $W=3\mu^2$, the average is $3E_4(-is)$, and the envelope is $3l/x$.

## Corollary: the torque

Differentiating the average under the integral gives

$$\frac{dQ}{dx}=\int_0^12\mu\,\frac{i}{l\mu}\,e^{is/\mu}d\mu=\frac{2i}{l}E_2(-is).$$

In this model spin lost by the current is transferred to the magnetization, so $-dQ/dx$ is the torque density in units of the incident transverse spin current. At the surface it is $-2i/l$, directed along $-\mathbf b$. The factor 2 is the flux average of $1/\mu$. Deep inside, $E_2$ has weight $W=1$, so the torque density has envelope $(2/l)(1/s)=2/x$. Its integral still converges because it oscillates: a layer of thickness $x$ absorbs the fraction $1-{\rm Re}\,Q(x)$ of the $\mathbf a$ component, which tends to 1.

**Thin layers.** With $y=s/\mu$, so that $\mu\,d\mu$ becomes $s^2dy/y^3$ in magnitude,

$$1-{\rm Re}\,Q=2s^2\int_s^\infty\frac{1-\cos y}{y^3}\,dy .$$

For small $y$ the integrand is close to $1/(2y)$. The part between $s$ and 1 gives $\tfrac12\ln(1/s)$ plus a bounded term, and the rest is bounded. Thus

$$1-{\rm Re}\,Q=s^2\ln(1/s)+O(s^2),\qquad s\to0 .$$

The logarithm comes from the directions $s<\mu<1$. There the precession angle $s/\mu$ is below one radian and the loss is about $(s/\mu)^2/2$. With the weight $2\mu\,d\mu$ this gives $s^2d\mu/\mu$, so each factor of ten in $\mu$ contributes equally. Electrons closer to grazing, $\mu<s$, precess further but are so few that they add only $O(s^2)$.

## Where the theorem fails

**Scattering.** Let every collision remove an electron from the coherent current, with one mean free path $\lambda$ for both spins. A path of length $x/\mu$ is survived with probability $e^{-x/(\lambda\mu)}$. This multiplies the integrand, so

$$Q=2E_3(z),\qquad z=\frac{x}{\lambda}-\frac{ix}{l}.$$

In terms of $u$, integration by parts gives

$$Q=2\int_1^\infty\frac{e^{-zu}}{u^3}du=\frac{2e^{-z}}{z}-\frac6z\int_1^\infty\frac{e^{-zu}}{u^4}du .$$

A further integration by parts shows that, for large $|z|$, the last term is smaller than the first by a factor of about $3/|z|$. The envelope at such depths is therefore

$$|Q|\simeq\frac{2\,e^{-x/\lambda}}{x\,|1/\lambda-i/l|}.$$

The exponential factor belongs to collisions, and the $1/x$ factor to the angles.

**Finite exchange.** Keep the step in potential at the surface, and set $q_\pm=\sqrt{\mu^2\pm\delta}$. Each spin enters with amplitude $t_\pm=2\mu/(\mu+q_\pm)$. While both waves propagate, the transverse spin current relative to the incident one is

$$A\,e^{i\Phi},\quad A=\frac{q_++q_-}{2\mu}\,t_+t_-,\quad \Phi=k_Fx(q_+-q_-).$$

Put $p=\mu^2$, so that $2\mu\,d\mu=dp$. At $p=1$,

$$\frac{d\Phi}{dp}=\frac{k_Fx}{2}\left(\frac1{q_+}-\frac1{q_-}\right)=-\frac{s\gamma}{2},\qquad \gamma=\frac1\delta\left(\frac1{q_-}-\frac1{q_+}\right).$$

The edge contributes $A/|d\Phi/dp|$. There is no stationary phase, because $q_+>q_-$. Near the minority threshold $p=\delta$ the measure is $2q_-dq_-$, which vanishes there, so that region contributes only at order $x^{-2}$. So does the range $p<\delta$, where the minority wave is evanescent. Therefore, with $q_\pm=\sqrt{1\pm\delta}$,

$$\frac{|Q|s}{2}\to\frac{2(q_++q_-)}{\gamma(1+q_+)(1+q_-)} .$$

The power survives and its coefficient changes. For $\delta=0.4$ the formula gives 0.9067; the full wave integral at $s=200$ gives 0.9066.

**A slab with two faces.** Internal reflection alters the ultimate asymptotics. Majority waves that cross three times interfere with minority waves that cross once, with phase $k_Fx(3q_+-q_-)$. Its derivative with respect to $p$ vanishes when $3/q_+=1/q_-$, that is $9(p-\delta)=p+\delta$, or $\mu^2=5\delta/4$. This is a real angle if $\delta<0.8$. A stationary phase contributes as $1/\sqrt x$, which must eventually exceed $1/x$.

The prefactor is small for two reasons. It contains a reflection probability, which is 0.021 at this angle, and only a narrow range of directions contributes, which gives a factor proportional to $\delta^{5/4}$. For $\delta=0.4$ and $s=200$, the current beyond a single crossing, multiplied by $s/2$, is 0.078; the stationary-phase estimate is 0.075. For the example below this term would equal $2l/x$ only at about $1.3\times10^6$ nm, far beyond any ballistic range considered here.

## Worked example: a silver spacer and a 3 nm layer

Silver is a suitable injector because its Fermi surface is nearly spherical, apart from necks along the $\langle111\rangle$ directions. For (111) growth a neck covers normal incidence. Removing a cone of rough radius 0.12 to 0.15 $k_F$ there changes $|Q|$ by about 1% or less, but turns the exit spin direction by about 2° at 3 nm and by 9° to 14° at 20 nm. Take the rough typical values $E_F=5.5$ eV and $\Delta=1.0$ eV, with the free-electron mass. Then $k_F=12.01$ nm$^{-1}$, $\delta=1.0/11.0=0.091$, and

$$l=\frac{1}{k_F\delta}=\frac{11.0}{12.01\times1.0}\ {\rm nm}=0.916\ {\rm nm}.$$

Spins at normal incidence turn once in $2\pi l=5.75$ nm.

| $x$ (nm) | $\lvert Q\rvert$ | $2l/x$ |
|---|---|---|
| 3 | 0.446 | 0.610 |
| 5 | 0.312 | 0.366 |
| 10 | 0.174 | 0.183 |
| 20 | 0.090 | 0.092 |

The envelope is an upper bound at 3 nm and a good estimate from about 10 nm. The exponential mentioned at the start uses the ratio $0.1736/0.3118=0.557$ per 5 nm. Two more such steps give $0.174\times0.557^2=0.054$, about 40% below the ballistic value.

At 3 nm, $s=3.28$ and $Q=-0.209-0.393i$. The absorbed fraction of the $\mathbf a$ component is $1+0.209=1.21$. It exceeds 1 because the current leaves with its $\mathbf a$ component reversed, and the layer supplies that reversal.

The next table changes one feature at a time at fixed thickness. The last column is the modulus of the complex change in $Q$, so it includes changes of phase.

| Change | $\lvert Q\rvert$ | change in $Q$ |
|---|---|---|
| $\Delta=2$ eV | 0.270 | 0.70 |
| $\lambda=5$ nm, scattered electrons lost | 0.228 | 0.22 |
| drift-shaped incidence | 0.590 | 0.16 |
| thickness roughness 0.2 nm rms | 0.433 | 0.013 |
| finite exchange, both faces | 0.443 | 0.003 |
| 300 K energy spread | 0.445 | 0.0001 |

**Beside real layers.** The inputs lie in the rough range of a metallic spin valve with a 3d-ferromagnet layer a few nanometres thick. Such layers break the ballistic assumption. With the rough value $\lambda=5$ nm, $|Q|$ falls from 0.446 to 0.228 at 3 nm, and from 0.090 to 0.0016 at 20 nm. These values count every scattered electron as lost. If collisions are instead elastic, isotropic and spin-conserving, scattered electrons that still leave through the far face raise $|Q|$ to about 0.27 at 3 nm and 0.002 at 20 nm. All of these values assume the same mean free path for both spins. In 3d ferromagnets it is often much shorter for minority electrons, and the transverse current then decays at the mean of the two collision rates. With 5 nm for majority and 1 nm for minority spins, $|Q|$ at 3 nm is only about 0.06, again counting scattered electrons as lost. The $1/x$ tail needs $l\ll x\ll\lambda$, and here $\lambda$ is only about five times $l$, so the model gives no wide window in which to see it. Real d bands also make the precession length vary over the Fermi surface, and real interfaces transmit the two spins differently beyond the exchange step. Neither effect is sized here. In the ballistic model at 3 nm, a 10% change in $\Delta$ turns the transverse spin direction at the exit by about 21°, so a thickness chosen for a particular spin direction at the exit requires $l$ to be known for that layer. Further values are in the numerical output.

## Table of computed values

```
Fermi energy (rough, silver) = 5.5 eV
exchange splitting Delta (rough) = 1.0 eV
Fermi velocity = 1.391e+06 m/s
Fermi wavevector = 12.01 1/nm
precession length l = 0.9155 nm
normal-incidence period 2 pi l = 5.752 nm
delta = Delta/(2 E_F) = 0.0909 (no unit)
depth x (nm): Re Q, Im Q, |Q|, 2l/x (no unit)
   1 nm:  -0.0538   0.7364  0.7383  1.8311
   2 nm:  -0.5523   0.0895  0.5595  0.9155
   3 nm:  -0.2093  -0.3933  0.4455  0.6104
   5 nm:   0.2977   0.0929  0.3118  0.3662
  10 nm:   0.1644  -0.0559  0.1736  0.1831
  20 nm:  -0.0250  -0.0867  0.0902  0.0916
  40 nm:   0.0161   0.0427  0.0456  0.0458
|Q| at 20 nm, exponential through 5 and 10 nm = 0.0538 (true 0.0902)
layer thickness = 3.0 nm, s = 3.277
absorbed fraction 1 - Re Q in layer = 1.2093
Neglected effects at layer thickness: Re Q, Im Q, |Q|, |change|
  ideal: -0.2093 -0.3933 0.4455 0.00000
  mean free path 5 nm: -0.1278 -0.1883 0.2276 0.22057
  drift-shaped incidence: -0.3465 -0.4776 0.5901 0.16110
  finite exchange and reflection: -0.2071 -0.3911 0.4425 0.00307
  temperature 300 K: -0.2092 -0.3932 0.4454 0.00006
  roughness 0.2 nm rms: -0.2077 -0.3802 0.4332 0.01321
  exchange 2.0 eV: 0.0321 0.2680 0.2700 0.70399
|Q| at 20 nm with scattering = 0.00159
largest error, spin propagation vs 2E_3 = 1.4e-05
mode-sum error at layer thickness = 3.6e-05
modulus coefficient at s=50 = 7.413 (limit 7.5)
phase shift at s=50 = -0.05974 rad (-3/s = -0.06000)
no-edge weight, |average| s^2/6 at s=60 = 0.9573
slab error at delta=0.002, s=3 = 7.8e-06
half-space |Q|s/2 at delta=0.4, s=200: waves 0.9066, formula 0.9067
slab excess times s/2, same case: waves 0.0781, stationary phase 0.0752
relative complex error of that term = 0.050
example thickness where that term equals 2l/x = 1.3e+06 nm
```
